**Q.** I am told that collective surface diffusion splits into a kinetic and a thermodynamic factor. Before I argue, what is being split?

**A.** The coefficient $D_c$ in Fick's law for adatom density, $J=-D_c\,\partial\rho/\partial x$. I assume a rigid substrate in equilibrium, no adsorption or desorption, short-ranged correlations, and dynamics obeying detailed balance. I follow one direction $x$ and write $\beta=1/k_BT$. The system is made infinite before any other limit.

**Q.** Fick's law concerns an imposed gradient. How can equilibrium motion know about it?

**A.** Through spontaneous density waves. Define $n_k=\sum_i e^{-ikx_i}$, $k\neq0$, and

$$C_k(t)=\langle n_k(t)n_k^*(0)\rangle,\qquad C_k(0)=\langle N\rangle S(k).$$

Onsager's regression hypothesis says that a spontaneous wave relaxes on average like an imposed one. Fick's law with particle conservation gives $\partial_t\rho=D_c\,\partial_x^2\rho$, hence decay as $e^{-D_ck^2t}$ once $t$ exceeds a microscopic time.

Now look at the same wave particle by particle. If adatom $i$ moves by $\Delta x_i$ in time $t$,

$$n_k(t)-n_k(0)=\sum_i e^{-ikx_i(0)}\left(e^{-ik\Delta x_i}-1\right)\simeq-ik\sum_i\Delta x_i\,e^{-ikx_i(0)}$$

for small $k$ at fixed $t$. Squaring produces pairs with phases $e^{-ik(x_i-x_j)}$. Displacements are correlated only over a finite distance in a fixed time, so these phases tend to one for the pairs that matter:

$$\langle|n_k(t)-n_k(0)|^2\rangle\to k^2\langle\Delta X^2\rangle,\qquad \Delta X=\sum_i\Delta x_i.$$

**Q.** And the left side in terms of $D_c$?

**A.** Time reversal makes $C_k$ real, so the left side equals $2C_k(0)-2C_k(t)$. The early, non-Fickian stage changes $C_k$ by an amount of order $k^2$, as the last equation shows. Thus $C_k(t)=\langle N\rangle S(k)(1-ck^2)e^{-D_ck^2t}$ with some constant $c$. Expanding for $D_ck^2t\ll1$ and dividing by $k^2$,

$$\langle\Delta X^2\rangle=2\langle N\rangle S(0)\,(D_ct+c).$$

Dividing by $2\langle N\rangle t$ and letting $t$ grow removes $c$:

$$D_J\equiv\lim_{t\to\infty}\frac{\langle\Delta X^2\rangle}{2\langle N\rangle t}=S(0)D_c .$$

The order matters: $k\to0$ first, long time second. In an isotropic $d$-dimensional layer, $\langle|\Delta\mathbf R|^2\rangle=d\langle\Delta X^2\rangle$ and the denominator becomes $2d\langle N\rangle t$.

**Q.** Where is the variance? In a closed box it is zero.

**A.** It belongs to a large open region of the infinite system. Let $G(r)$ be the density covariance at separation $r$. For $k\ne0$, $\langle N\rangle S(k)$ is the area times the Fourier transform of $G$, and as $k\to0$ this becomes the area times the integral of $G$. The number variance in an open region is the same quantity apart from edge terms. Hence $S(0)=\langle(\delta N)^2\rangle/\langle N\rangle$ and

$$\boxed{D_c=D_J\,\Theta,\qquad \Theta=\frac{\langle N\rangle}{\langle(\delta N)^2\rangle}}$$

With the grand partition function $\Xi=\sum_N e^{\beta\mu N}Z_N$, one derivative of $\ln\Xi$ with respect to $\beta\mu$ gives $\langle N\rangle$ and the second gives the variance. So $\langle(\delta N)^2\rangle=\partial\langle N\rangle/\partial(\beta\mu)$ and $\Theta=\partial(\beta\mu)/\partial\ln\theta$ at fixed area, where $\theta$ is coverage.

**Q.** Why call $D_J$ a mobility?

**A.** Push every adatom with force $f$ and let a density gradient balance the drift. With drift speed $bf$, zero net flux means $\rho bf=D_c\,\partial\rho/\partial x$. Equilibrium requires $\partial\mu/\partial x=f$, so $\partial\rho/\partial x=f\,\partial\rho/\partial\mu$. Therefore

$$b=\frac{D_c}{\rho}\frac{\partial\rho}{\partial\mu}=\frac{D_c}{k_BT\,\Theta}=\frac{D_J}{k_BT}.$$

Since $\Delta X=N\Delta X_{\rm cm}$, $D_J$ is $N$ times the diffusion coefficient of the centre of mass. It is not the tracer coefficient, because $\langle\Delta X^2\rangle$ contains the cross terms $\langle\Delta x_i\Delta x_j\rangle$.

**Q.** Green-Kubo uses a current correlation, and you have used none.

**A.** For smooth trajectories put $\Delta X=\int_0^tJ\,ds$, with $J=\sum_i\dot x_i$. Stationarity gives

$$\langle\Delta X^2\rangle=2\int_0^t(t-u)\langle J(0)J(u)\rangle du .$$

Division by $2\langle N\rangle t$ yields $D_J=\langle N\rangle^{-1}\int_0^\infty\langle J(0)J(u)\rangle du$, provided the correlation decays fast enough.

**Q.** A hopping adatom has no smooth velocity.

**A.** Then split off what is predictable. Let hops have length $a$, let $K$ be the total hop rate in the current configuration, and let $v$ be $a$ times the total right-hop rate minus the total left-hop rate. Write

$$\Delta X=Y+M,\qquad Y=\int_0^tv\,ds .$$

Increments of $M$ have zero mean given the past, so different time slices are uncorrelated. In a slice $ds$ a jump $\pm a$ occurs with probability $K\,ds$, so $\langle M^2\rangle=a^2\langle K\rangle t$.

Detailed balance makes each path and its reverse equally probable. Reversal changes the sign of $\Delta X$ but not of $Y$, hence $\langle\Delta X\,Y\rangle=0$. From $M=\Delta X-Y$,

$$a^2\langle K\rangle t=\langle\Delta X^2\rangle+\langle Y^2\rangle .$$

At long times $\langle Y^2\rangle\to2t\int_0^\infty\langle v(0)v(u)\rangle du$, so

$$D_J=\frac1{2N}\left[a^2\langle K\rangle-2\int_0^\infty\langle v(0)v(u)\rangle du\right].$$

The first term is instantaneous; the second is memory. Because $\langle Y^2\rangle\ge0$, memory can only lower $D_J$.

**Q.** Show me interacting adatoms for which both factors can be found.

**A.** Take a straight trough with sites $a$ apart, at most one adatom per site, and energy $\varepsilon$ per occupied neighbouring pair, positive for repulsion. Let $x$ now denote the probability that a site is occupied and its right neighbour empty. Then $P_{11}=\theta-x$ and $P_{00}=1-\theta-x$.

The transfer matrix is $T(n,n')=e^{-\beta\varepsilon nn'+\beta\mu(n+n')/2}$. With its leading eigenvector $\phi$ and eigenvalue $\Lambda$, the pair probability is $\phi(n)T(n,n')\phi(n')/\Lambda$. In the ratio $P_{11}P_{00}/x^2$ everything but the interaction cancels:

$$(\theta-x)(1-\theta-x)=yx^2,\qquad y=e^{-\beta\varepsilon}.$$

Thus $(1-y)x^2-x+\theta(1-\theta)=0$. The root that becomes $\theta(1-\theta)$ without interaction is

$$x=\frac{2\theta(1-\theta)}{1+B},\qquad B=\sqrt{1-4\theta(1-\theta)(1-y)}.$$

**Q.** That is a pair probability, not a variance.

**A.** The occupations form a Markov chain along the trough. Being occupied rather than empty changes the next site's mean occupation by

$$\lambda=\frac{\theta-x}{\theta}-\frac{x}{1-\theta}=1-\frac{x}{\theta(1-\theta)}=\frac{B-1}{B+1}.$$

The covariance at $r$ sites is therefore $\theta(1-\theta)\lambda^r$. Summing both directions gives the variance per site,

$$\theta(1-\theta)\left(1+2\sum_{r\ge1}\lambda^r\right)=\theta(1-\theta)\frac{1+\lambda}{1-\lambda}=\theta(1-\theta)B,$$

and $\Theta=1/[(1-\theta)B]$.

**Q.** What dynamics goes with it?

**A.** An adatom hops into an empty neighbour at rate $\Gamma e^{\beta\varepsilon n_b}$, where $n_b$ is the occupation of the site behind it. The initial bond energy thus lowers or raises the barrier. Boltzmann weight times rate loses its dependence on $n_b$, equally for the reverse hop, so detailed balance holds.

With $q=e^{\beta\varepsilon}-1$, the rate is $\Gamma(1+qn_b)$. The net rate across bond $i,i+1$ is

$$\begin{aligned}j_i/\Gamma={}&n_i(1-n_{i+1})(1+qn_{i-1})-n_{i+1}(1-n_i)(1+qn_{i+2})\\={}&n_i-n_{i+1}+q(n_{i-1}n_i-n_{i+1}n_{i+2})\\&-q(n_{i-1}n_in_{i+1}-n_in_{i+1}n_{i+2}).\end{aligned}$$

Each bracket is a difference of shifted copies and sums to zero round a ring. So $v=0$ in every configuration, and memory vanishes.

Right and left hops contribute equally to $\langle K\rangle$. The Markov property gives $(\theta-x)x/\theta$ for "occupied, occupied, empty" and $x^2/\theta$ for "empty, occupied, empty", hence

$$\frac{D_J}{a^2\Gamma}=\frac{x}{\theta^2}\left[\frac{\theta-x}{y}+x\right].$$

The pair equation replaces $(\theta-x)/y$ by $x^2/(1-\theta-x)$. The bracket becomes $x(1-\theta)/(1-\theta-x)$, so

$$\frac{D_J}{a^2\Gamma}=\frac{x^2(1-\theta)}{\theta^2(1-\theta-x)},\qquad \frac{D_c}{a^2\Gamma}=\frac{x^2}{\theta^2(1-\theta-x)B}.$$

**Q.** You obtained $D_c$ by assuming the factorisation. Can this model contradict you?

**A.** It could, because its current gives $D_c$ directly. Average $j_i$ over a slowly varying coverage in local equilibrium. The pair bracket spans two lattice steps, the others one, so the mean current is $-a\Gamma\,\partial h/\partial X$, where $X$ is position along the trough and

$$h=\theta+2qP_{11}-qP_{11}^2/\theta .$$

Here $P_{11}^2/\theta$ is the probability of three occupied sites in a row. Conservation gives $\partial_t\theta=a^2\Gamma\,\partial_X^2h$, hence $D_c=a^2\Gamma\,dh/d\theta$. No variance was used. A test at $\beta\varepsilon=-1,0,0.9,2$, each with $\beta\mu=-2$ and $0.5$, found this derivative and the product equal within one part in a million.

**Q.** What happens in the simple limits?

**A.** Without interaction $x=\theta(1-\theta)$ and $B=1$. Then $D_J=a^2\Gamma(1-\theta)$, $\Theta=1/(1-\theta)$, and $D_c=a^2\Gamma$: blocking lowers the mobility and the number fluctuations by the same factor.

Near full coverage let $u=1-\theta\ll1$. Then $B\simeq1-2(1-y)u$, $x\simeq u-yu^2$, and $1-\theta-x\simeq yu^2$. So $D_c\to a^2\Gamma/y=a^2\Gamma e^{\beta\varepsilon}$, the diffusion coefficient of a lone vacancy filled by adatoms with an occupied site behind them.

**Q.** Put numbers in.

**A.** I use troughs with the geometry of a bcc (211) face, lattice constant 0.316 nm, so $a=0.2737$ nm. At 400 K, $k_BT=0.03447$ eV. The barrier is 0.80 eV and the attempt frequency $3\times10^{12}$ s$^{-1}$ per direction. Then

$$\Gamma=3\times10^{12}\,e^{-0.80/0.03447}\ \mathrm{s^{-1}}\simeq250\ \mathrm{s^{-1}},\qquad a^2\Gamma=18.7\ \mathrm{nm^2/s}.$$

I choose $\varepsilon=0.030$ eV, so $\beta\varepsilon=0.870$, and $\theta=1/2$. Then $B=e^{-\beta\varepsilon/2}=0.647$ and $x=0.5/1.647=0.3036$. The factors are

$$\Theta=\frac1{0.5\times0.647}=3.09,\qquad\frac{D_J}{a^2\Gamma}=\frac{0.3036^2\times0.5}{0.25\times0.1964}=0.938 .$$

Hence $D_c=18.7\times0.938\times3.09\simeq54$ nm²/s, or $5.4\times10^{-13}$ cm²/s. Without interaction at this coverage, $\Theta=2$ and $D_J=0.5\,a^2\Gamma$. With this hop rule, repulsion speeds collective diffusion through both factors: it multiplies $\Theta$ by 1.55 and $D_J$ by 1.88. Reversing the sign of $\varepsilon$ at fixed $\Gamma$ and $\theta$ gives $\Theta=1.29$, $D_J=0.254\,a^2\Gamma$ and $D_c=0.33\,a^2\Gamma$. Attraction thus multiplies $\Theta$ by 0.65 and $D_J$ by 0.51, so again both factors matter.

**Q.** Could I measure that variance in a small image?

**A.** With an edge correction. A window of $m$ sites has variance $\theta(1-\theta)[m+2\sum_{r=1}^{m-1}(m-r)\lambda^r]$. Mean over variance is 2.96 for 10 sites and 3.08 for 100, against 3.09 for a large region. Repulsion makes the nearest-neighbour covariance negative; edge sites lack some of those partners, which raises the variance per site.

**Q.** Your model has no memory. Does the factorisation survive when it does?

**A.** Alternate the bond rates along the trough, $w_1=1$ and $w_2=0.25$ in units of $\Gamma$. Without interaction the exclusion terms cancel in the net current, so a steady current $j$ needs coverage drops $j/w_1$ and $j/w_2$. Averaging over two bonds,

$$\frac{D_c}{a^2\Gamma}=\frac{2}{1/w_1+1/w_2}=\frac{2}{1+4}=0.4 .$$

On an 8-site half-filled ring, the hop formula for $D_J$ divided by $S(k)$ at the longest wavelength also gave 0.4000.

With the repulsion restored, the hop formula was tested on the same ring against the growth rate of $\langle e^{s\Delta X/a}\rangle$, which for small $s$ is $s^2\langle\Delta X^2\rangle/(2a^2t)$. The two values of $D_J/(a^2\Gamma)$ were 0.410575 and 0.410576.

For $D_c$, the decay of the longest density wave was computed on half-filled rings of 10, 12, 14 and 16 sites and extrapolated in inverse length:

- Equal barriers: the wave gives $D_c/(a^2\Gamma)=2.896$; the formula gives 2.899.
- Alternating barriers: the wave gives 1.142; extrapolated $D_J$ times $\Theta$ gives $0.3754\times3.090=1.160$.

The second pair differs by 1.6% of the wave value, inside the 2% allowed for extrapolation. The wave result still rises from 1.099 to 1.116 between 14 and 16 sites, so I suspect the extrapolation, though I have not proved that. Dropping memory would give 1.813, which is 59% above the wave value.

**Q.** How close is your trough to a real surface?

**A.** The lattice constant, barrier and attempt frequency are assumed inputs, not measurements on a particular surface. The repulsion is a chosen value: a real pair interaction may have another size, sign or range, and the attractive case above shows how much its sign matters. Energies enter exponentially: an error of 0.05 eV in the barrier changes $D_c$ by a factor 4.3. With all parameters fixed, $D_c$ is 2.3 nm²/s at 350 K and about 640 nm²/s at 450 K.

The hop rule is an assumption too, and it affects $D_J$ strongly. Suppose the pair energy acted at the arrival end instead, with rate $\Gamma e^{-\beta\varepsilon n_f}$, where $n_f$ is the occupation of the site beyond the target. Detailed balance would still hold and $\Theta$ would be unchanged, but at half coverage $D_J$ would be about $0.39\,a^2\Gamma$, below the value $0.5\,a^2\Gamma$ without interaction. So repulsion raises $\Theta$ here whatever the hop rule, while its effect on $D_J$ depends on how neighbours change the barrier.

The repulsion is also assumed to stop at nearest neighbours. If it were the near part of an unscreened dipole repulsion, falling as inverse distance cubed, second neighbours in the trough would multiply $D_c$ by at most about 1.16. Nearest and diagonal neighbours in the adjacent troughs, added separately, would multiply it by at most about 1.8. Here the energy of every initial bond is taken to lower the barrier, as in the model above. For the neighbours included, these are upper estimates because they omit memory.

Smaller effects rest on assumed inputs. With 0.30 eV of extra barrier, cross-trough hops occur at $1.7\times10^{-4}$ of the in-trough rate. Double jumps with 0.20 eV extra add about 1.2% to lone-adatom diffusion. Both figures take the same attempt frequency as the single in-trough hop and scale in proportion to it; on a real surface these prefactors may differ widely, so long jumps need not be negligible. The leading tunnelling correction to the rate is 0.5%, taking the barrier frequency equal to the attempt frequency.

**Q.** When should I refuse to use the factorisation?

**A.** When its limits do not exist. With desorption balanced by adsorption, a density wave decays at a finite rate even as $k\to0$, so the change in $n_k$ no longer vanishes with $k$. Near a critical point the correlation length grows, and the wavelength must exceed it before $S(k)$ can be replaced by $S(0)$. In two-phase coexistence the variance also counts the domains inside the window, and no single local coverage defines $D_c$. The remaining values of the coverage scan are in the numerical output below.

## Numbers as computed

```
WORKED EXAMPLE: inputs
temperature = 400 K, kT = 0.03447 eV
bcc lattice constant = 0.316 nm
site spacing a = 0.2737 nm, trough spacing = 0.4469 nm
barrier = 0.80 eV, attempt frequency = 3.0e+12 1/s
repulsion = 0.030 eV, eps/kT = 0.8703
coverage = 0.50
WORKED EXAMPLE: results
B = 0.6472, x = 0.3036
hop rate Gamma = 249.78 1/s per direction
lone-adatom a^2 Gamma = 18.707 nm^2/s
thermodynamic factor = 3.0904
var N / mean N = 0.3236
D_J/(a^2 Gamma) = 0.9381, D_J = 17.549 nm^2/s
D_c/(a^2 Gamma) = 2.8992
D_c = 54.23 nm^2/s = 5.423e-13 cm^2/s
COVERAGE SCAN: Theta, D_J/(a^2 Gamma), D_c/(a^2 Gamma)
repulsive, theta 0.1: 1.2495, 1.0152, 1.2685
repulsive, theta 0.3: 1.9969, 1.0244, 2.0456
repulsive, theta 0.5: 3.0904, 0.9381, 2.8992
repulsive, theta 0.7: 4.6594, 0.6654, 3.1003
repulsive, theta 0.9: 11.2454, 0.2372, 2.6676
attractive (-0.030 eV), theta 0.5: 1.2943, 0.2543, 0.3291
FINITE WINDOW: mean N / var N
10 sites (2.7 nm): 2.9576
100 sites (27.4 nm): 3.0766
RING TESTS, units a^2 Gamma, same eps/kT, half filling
equal barriers: D_J extrapolated = 0.9385
equal barriers: D_c from wave decay = 2.8957
alternating bond rates = 1.00, 0.25
alternating, 10 sites: wave D = 1.0298, D_J = 0.4035
alternating, 12 sites: wave D = 1.0719, D_J = 0.3987
alternating, 14 sites: wave D = 1.0986, D_J = 0.3953
alternating, 16 sites: wave D = 1.1162, D_J = 0.3927
alternating: instantaneous part = 0.5866, D_J = 0.3754
alternating: D_J*Theta = 1.1602, wave D_c = 1.1416
alternating: without memory D_c would be 1.8128
alternating, eps = 0: harmonic mean = 0.4000, D_J/S(k) = 0.4000
8-site ring D_J: Green-Kubo 0.410575, counted 0.410576
NEGLECTED EFFECTS at the example's numbers
second neighbour in trough: Theta = 3.1824, D_c x 1.164
dipoles in adjacent troughs: Theta = 3.5428, D_c x 1.802
cross-trough hop ratio (+0.30 eV) = 1.66e-04
double-jump share, lone adatom (+0.20 eV) = 1.21 %
leading tunnelling correction = 0.54 %
barrier error 0.05 eV changes D_c by factor 4.27
D_c at 350 K = 2.28 nm^2/s
D_c at 450 K = 637 nm^2/s
```
